# Gilbert Damping as a Complex Factor in the Stereographic Macrospin Equation: a program that tests the result

```python
# Result under test: for a unit vector m obeying the Gilbert equation
#   m' = T + alpha m x m'   (T: any torque perpendicular to m, free of m'),
# the stereographic variable w = (mx + i my)/(1 + mz) obeys
#   (1 - i alpha) w' = F,   F = projected torque, free of alpha.
# The chart from the other pole, or the conjugate of w, gives 1 + i alpha.
# For a constant uniform field B the damped solution is the undamped one at
# complex time t/(1 - i alpha); for a state-dependent field this fails.
# Symbols: gamma gyromagnetic ratio (rad/s/T), Ms magnetization (A/m),
# theta angle between m and the z axis, |w| = tan(theta/2).
# Dimensionless tests use gamma = 1 and a field of order 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import spherical_jn

rng = np.random.default_rng(7)


def south_chart(m):
    return (m[0] + 1j * m[1]) / (1 + m[2])


def north_chart(m):
    return (m[0] + 1j * m[1]) / (1 - m[2])


def equal_area_chart(m):
    return (m[0] + 1j * m[1]) / np.sqrt(1 + m[2])


def chart_velocity(chart, m, v, h=1e-5):
    return (chart(m + h * v) - chart(m - h * v)) / (2 * h)


def gilbert_velocity(m, torque, damping):
    """Solve m' = torque + m x (damping m') for m'."""
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - cross @ damping, torque)


def sphere_point(w):
    s = abs(w)**2
    return np.array([2 * w.real, 2 * w.imag, 1 - s]) / (1 + s)


def quadratic_force(w, field):
    """Projected torque for a (possibly complex) field vector."""
    plus = field[0] + 1j * field[1]
    minus = field[0] - 1j * field[1]
    return -0.5j * (plus - 2 * w * field[2] - w**2 * minus)


# ---- pointwise tests at random states --------------------------------
alpha_test = 0.3
ratios = {"south": [], "north": [], "area": [], "tensor": []}
tensor = np.diag([0.5, 0.1, 0.3])
applied = np.array([0.3, -0.4, 0.9])
K_uni, K_cub = 0.35, -0.5


def energy(m):
    x, y, z = m**2
    return -applied @ m - K_uni * x + K_cub * (x * y + y * z + z * x)


def energy_field(m):
    x, y, z = m**2
    cubic = 2 * K_cub * m * np.array([y + z, z + x, x + y])
    return applied + np.array([2 * K_uni * m[0], 0, 0]) - cubic


for trial in range(60):
    z = rng.uniform(-0.8, 0.8)
    az = rng.uniform(0, 2 * np.pi)
    r = np.sqrt(1 - z * z)
    m = np.array([r * np.cos(az), r * np.sin(az), z])
    w = south_chart(m)
    # a quarter turn on the sphere is multiplication by i
    v = np.cross(m, rng.normal(size=3))
    turned = chart_velocity(south_chart, m, np.cross(m, v))
    assert abs(turned - 1j * chart_velocity(south_chart, m, v)) < 1e-6
    # ratio of undamped to damped chart velocity, arbitrary torque
    damped = gilbert_velocity(m, v, alpha_test * np.eye(3))
    for name, chart in (("south", south_chart), ("north", north_chart),
                        ("area", equal_area_chart)):
        ratios[name].append(chart_velocity(chart, m, v)
                            / chart_velocity(chart, m, damped))
    damped_tensor = gilbert_velocity(m, v, tensor)
    ratios["tensor"].append(chart_velocity(south_chart, m, v)
                            / chart_velocity(south_chart, m, damped_tensor))
    # field plus damping-like spin torque as one complex field
    field, p = rng.normal(size=3), rng.normal(size=3)
    p /= np.linalg.norm(p)
    b = 0.4
    torque = -np.cross(m, field) - b * np.cross(m, np.cross(m, p))
    mdot = gilbert_velocity(m, torque, alpha_test * np.eye(3))
    wdot = chart_velocity(south_chart, m, mdot)
    assert abs((1 - 1j * alpha_test) * wdot
               - quadratic_force(w, field + 1j * b * p)) < 1e-6
    # energy form and loss rate, with uniaxial and cubic anisotropy
    eff = energy_field(m)
    mdot = gilbert_velocity(m, -np.cross(m, eff), alpha_test * np.eye(3))
    wdot = chart_velocity(south_chart, m, mdot)
    h = 1e-5
    ex = (energy(sphere_point(w + h)) - energy(sphere_point(w - h))) / (2 * h)
    ey = (energy(sphere_point(w + 1j * h))
          - energy(sphere_point(w - 1j * h))) / (2 * h)
    grad_conj = 0.5 * (ex + 1j * ey)
    metric = (1 + abs(w)**2)**2
    assert abs((1 - 1j * alpha_test) * wdot
               - 0.5j * metric * grad_conj) < 1e-6
    loss = (energy(m + h * mdot) - energy(m - h * mdot)) / (2 * h)
    assert abs(loss + 4 * alpha_test * abs(wdot)**2 / metric) < 1e-6
    assert abs(loss + alpha_test * mdot @ mdot) < 1e-6

ratios = {name: np.array(vals) for name, vals in ratios.items()}
assert np.max(abs(ratios["south"] - (1 - 1j * alpha_test))) < 1e-6
assert np.max(abs(ratios["north"] - (1 + 1j * alpha_test))) < 1e-6
assert np.std(ratios["area"]) > 0.01      # chart that distorts angles
assert np.std(ratios["tensor"]) > 0.01    # direction-dependent damping


# ---- vector equation integrated in time ------------------------------
def integrate(field_of, alpha, m0, t_end, events=None):
    pre = -1 / (1 + alpha**2)

    def rhs(t, m):
        x, y, z = m.tolist()
        bx, by, bz = field_of(x, y, z)
        cx, cy, cz = y * bz - z * by, z * bx - x * bz, x * by - y * bx
        return [pre * (cx + alpha * (y * cz - z * cy)),
                pre * (cy + alpha * (z * cx - x * cz)),
                pre * (cz + alpha * (x * cy - y * cx))]
    return solve_ivp(rhs, (0, t_end), m0, method="DOP853", rtol=1e-9,
                     atol=1e-11, events=events)


theta_start, theta_end = np.radians(150), np.radians(30)
m_start = np.array([np.sin(theta_start), 0, np.cos(theta_start)])
w_start = south_chart(m_start)

# tilted constant field: closed form at complex time
alpha_d, t_tilt = 0.1, 12.0
n = np.array([0.6, 0.0, 0.8])
phase = 0.5 * t_tilt / (1 - 1j * alpha_d)
c, s = np.cos(phase), np.sin(phase)
n_plus, n_minus = n[0] + 1j * n[1], n[0] - 1j * n[1]
w_closed = ((w_start * (c + 1j * n[2] * s) - 1j * n_plus * s)
            / (c - 1j * n[2] * s - 1j * n_minus * w_start * s))
m_closed = sphere_point(w_closed)
m_tilt = integrate(lambda x, y, z: n.tolist(), alpha_d, m_start,
                   t_tilt).y[:, -1]
assert np.max(abs(m_tilt - m_closed)) < 1e-6

# uniaxial anisotropy: equation holds, complex-time continuation fails
aniso, t_uni = 0.5, 30.0
m_uni = integrate(lambda x, y, z: (0.0, 0.0, 1 + aniso * z), alpha_d,
                  m_start, t_uni).y[:, -1]


def w_rhs(t, w):
    q = abs(w)**2
    return 1j * w * (1 + aniso * (1 - q) / (1 + q)) / (1 - 1j * alpha_d)


w_uni = solve_ivp(w_rhs, (0, t_uni), [complex(w_start)], method="DOP853",
                  rtol=1e-9, atol=1e-11).y[0, -1]
assert np.max(abs(sphere_point(w_uni) - m_uni)) < 1e-6
w_wrong = w_start * np.exp(1j * (1 + aniso * m_start[2]) * t_uni
                           / (1 - 1j * alpha_d))
mz_wrong = sphere_point(w_wrong)[2]
assert abs(mz_wrong - m_uni[2]) > 0.1

# ---- worked example: small YIG sphere, rough typical values ----------
gamma = 2 * const.physical_constants["Bohr magneton"][0] / const.hbar
Ms, A_ex, K1 = 1.4e5, 3.7e-12, -6.0e2     # A/m, J/m, J/m^3
alpha, B, radius, temperature = 1e-3, 0.2, 20e-9, 300.0
rate = 1j * gamma * B / (1 - 1j * alpha)
log_ratio = np.log(np.tan(theta_start / 2) / np.tan(theta_end / 2))
t_rev = (1 + alpha**2) / (alpha * gamma * B) * log_ratio
turns = rate.imag * t_rev / (2 * np.pi)


def cross_equator(t, m):
    return m[2]


def cross_end(t, m):
    return m[2] - np.cos(theta_end)


cross_end.terminal = True
limit = 1.5 * gamma * B * t_rev
plain = integrate(lambda x, y, z: (0.0, 0.0, 1.0), alpha, m_start, limit,
                  [cross_equator, cross_end])
t_half_num = plain.t_events[0][0] / (gamma * B)
t_rev_num = plain.t_events[1][0] / (gamma * B)
assert abs(t_rev_num / t_rev - 1) < 1e-4
assert abs(t_half_num / t_rev - 0.5) < 1e-4

# cubic anisotropy, applied field along a cube axis
B_cubic = 2 * abs(K1) / Ms
k_rel = 2 * K1 / (Ms * B)


def cubic_field(x, y, z):
    return (-k_rel * x * (y * y + z * z), -k_rel * y * (z * z + x * x),
            1 - k_rel * z * (x * x + y * y))


cubic = integrate(cubic_field, alpha, m_start, limit,
                  [cross_equator, cross_end])
t_half_cub = cubic.t_events[0][0] / (gamma * B)
t_rev_cub = cubic.t_events[1][0] / (gamma * B)
assert abs(t_rev_cub / t_rev - 1) < B_cubic / B

# thermal spread of the reversal time, weak-noise formula
volume = 4 / 3 * np.pi * radius**3
noise = const.k * temperature / (Ms * volume * B)
u_a, u_b = np.log(np.tan(theta_end / 2)), np.log(np.tan(theta_start / 2))
spread_u = np.sqrt(2 * noise * ((u_b - u_a) / 2
                                + (np.sinh(2 * u_b) - np.sinh(2 * u_a)) / 4))
rel_spread = spread_u / log_ratio


def cross3(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1], a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


# Stochastic vector equation (Heun scheme). The relative spread does not
# depend on alpha, so a large alpha keeps the run short.
alpha_s, dt, walkers = 0.5, 0.01, 4000
spins = np.repeat(m_start[:, None], walkers, axis=1)
passage = np.full(walkers, np.nan)


def drift(m, field):
    c1 = cross3(m, field)
    return -(c1 + alpha_s * cross3(m, c1)) / (1 + alpha_s**2)


for step in range(1, 1801):
    field = np.sqrt(2 * alpha_s * noise / dt) * rng.normal(size=(3, walkers))
    field[2] += 1
    k1 = drift(spins, field)
    k2 = drift(spins + dt * k1, field)
    spins = spins + 0.5 * dt * (k1 + k2)
    spins /= np.sqrt((spins**2).sum(axis=0))
    new = np.isnan(passage) & (spins[2] > np.cos(theta_end))
    passage[new] = step * dt
    if not np.isnan(passage).any():
        break
assert not np.isnan(passage).any()
sim_spread = passage.std() / passage.mean()
# tolerance: sampling error plus higher orders in the noise strength
assert abs(sim_spread / rel_spread - 1) < 0.12


# shape field of a slightly elongated particle
def axial_demag(r):
    return 0.5 * r * quad(lambda q: 1 / ((q + r * r)**1.5 * (q + 1)),
                          0, np.inf)[0]


assert abs(axial_demag(1.0) - 1 / 3) < 1e-7
aspect = 1.05
N_axis = axial_demag(aspect)
B_shape = const.mu_0 * Ms * ((1 - N_axis) / 2 - N_axis)

# lowest nonuniform exchange mode of a sphere with free surface spins
root = brentq(lambda q: spherical_jn(1, q, derivative=True), 1.5, 2.5)
B_exchange = 2 * A_ex * (root / radius)**2 / Ms
assert B_exchange > B + const.mu_0 * Ms

# ---- output ----------------------------------------------------------
f0, f1 = ratios["south"].mean(), ratios["north"].mean()
print(f"Pointwise test, alpha = {alpha_test}")
print(f"  factor, w chart: {f0.real:.4f} {f0.imag:+.4f} i")
print(f"  factor, opposite-pole chart: {f1.real:.4f} {f1.imag:+.4f} i")
print(f"  scatter of factor, equal-area chart: {np.std(ratios['area']):.3f}")
print(f"  scatter of factor, tensor damping: {np.std(ratios['tensor']):.3f}")
print(f"Tilted field n = (0.6, 0, 0.8), alpha = {alpha_d}, "
      f"gamma B t = {t_tilt:.0f}, start 150 deg")
print("  m, complex-time formula:", np.array2string(m_closed, precision=5))
print("  m, vector equation:     ", np.array2string(m_tilt, precision=5))
print(f"Uniaxial field ratio Bk/B = {aniso}, alpha = {alpha_d}, "
      f"gamma B t = {t_uni:.0f}, start 150 deg")
print(f"  mz, vector equation: {m_uni[2]:.4f}")
print(f"  mz, w equation: {sphere_point(w_uni)[2]:.4f}")
print(f"  mz, complex-time continuation (wrong): {mz_wrong:.4f}")
print("YIG sphere, inputs")
print(f"  Ms = {Ms/1e3:.0f} kA/m, A = {A_ex*1e12:.1f} pJ/m, "
      f"K1 = {K1/1e3:.2f} kJ/m3")
print(f"  alpha = {alpha}, B = {B*1e3:.0f} mT, radius = {radius*1e9:.0f} nm, "
      f"T = {temperature:.0f} K")
print(f"  gamma (g = 2) = {gamma:.4e} rad/(s T)")
print("YIG sphere, reversal from 150 to 30 deg")
print(f"  |w| at start = {abs(w_start):.4f}, "
      f"at end = {np.tan(theta_end/2):.4f}")
print(f"  log of ratio = {log_ratio:.4f}")
print(f"  precession frequency = {rate.imag/(2*np.pi)/1e9:.3f} GHz")
print(f"  decay time of |w| = {-1e9/rate.real:.2f} ns")
print(f"  reversal time, formula = {t_rev*1e9:.2f} ns")
print(f"  reversal time, vector equation = {t_rev_num*1e9:.2f} ns")
print(f"  turns during reversal = {turns:.1f}")
for fraction in (0.25, 0.5, 0.75):
    w_t = w_start * np.exp(rate * fraction * t_rev)
    print(f"  angle at {fraction*t_rev*1e9:.2f} ns = "
          f"{np.degrees(2*np.arctan(abs(w_t))):.1f} deg")
print("Neglected effects")
print(f"  cubic anisotropy field 2|K1|/Ms = {B_cubic*1e3:.2f} mT")
print(f"  reversal time with it = {t_rev_cub*1e9:.2f} ns "
      f"({100*(t_rev_cub/t_rev-1):+.2f} %)")
print(f"  time to 90 deg without it = {t_half_num*1e9:.2f} ns, "
      f"with it = {t_half_cub*1e9:.2f} ns")
print(f"  kT/(Ms V B) = {noise:.5f}")
print(f"  thermal spread of reversal time, formula = {100*rel_spread:.1f} % "
      f"= {rel_spread*t_rev*1e9:.1f} ns")
print(f"  thermal spread, stochastic simulation = {100*sim_spread:.1f} %")
print(f"  shape field at aspect ratio {aspect} = {B_shape*1e3:.2f} mT")
print(f"  root of j1' = {root:.4f}")
print(f"  exchange field of lowest nonuniform mode = {B_exchange*1e3:.0f} mT")
print(f"  mu0 Ms = {const.mu_0*Ms*1e3:.0f} mT, "
      f"B + mu0 Ms = {(B+const.mu_0*Ms)*1e3:.0f} mT")
print("tests ok")
```

It prints:

```
Pointwise test, alpha = 0.3
  factor, w chart: 1.0000 -0.3000 i
  factor, opposite-pole chart: 1.0000 +0.3000 i
  scatter of factor, equal-area chart: 0.312
  scatter of factor, tensor damping: 0.118
Tilted field n = (0.6, 0, 0.8), alpha = 0.1, gamma B t = 12, start 150 deg
  m, complex-time formula: [ 0.86064 -0.48162  0.16535]
  m, vector equation:      [ 0.86064 -0.48162  0.16535]
Uniaxial field ratio Bk/B = 0.5, alpha = 0.1, gamma B t = 30, start 150 deg
  mz, vector equation: 0.8911
  mz, w equation: 0.8911
  mz, complex-time continuation (wrong): 0.3515
YIG sphere, inputs
  Ms = 140 kA/m, A = 3.7 pJ/m, K1 = -0.60 kJ/m3
  alpha = 0.001, B = 200 mT, radius = 20 nm, T = 300 K
  gamma (g = 2) = 1.7588e+11 rad/(s T)
YIG sphere, reversal from 150 to 30 deg
  |w| at start = 3.7321, at end = 0.2679
  log of ratio = 2.6339
  precession frequency = 5.598 GHz
  decay time of |w| = 28.43 ns
  reversal time, formula = 74.88 ns
  reversal time, vector equation = 74.88 ns
  turns during reversal = 419.2
  angle at 18.72 ns = 125.3 deg
  angle at 37.44 ns = 90.0 deg
  angle at 56.16 ns = 54.7 deg
Neglected effects
  cubic anisotropy field 2|K1|/Ms = 8.57 mT
  reversal time with it = 74.89 ns (+0.01 %)
  time to 90 deg without it = 37.44 ns, with it = 37.37 ns
  kT/(Ms V B) = 0.00441
  thermal spread of reversal time, formula = 7.8 % = 5.8 ns
  thermal spread, stochastic simulation = 7.7 %
  shape field at aspect ratio 1.05 = 3.41 mT
  root of j1' = 2.0816
  exchange field of lowest nonuniform mode = 573 mT
  mu0 Ms = 176 mT, B + mu0 Ms = 376 mT
tests ok
```
